# Restricted Hartree-Fock for neon: angular coefficients and radial equations

**Question: radial Hartree-Fock equations of neon, coefficients and solution**

I want to solve Ne $1s^22s^22p^6$ in restricted Hartree-Fock as three coupled radial equations. I know the determinant energy in atomic units, $E=\sum_i h_{ii}+\sum_{i<j}(J_{ij}-\delta_{\sigma_i\sigma_j}K_{ij})$, and the multipole expansion of $1/r_{12}$. I get lost in the sums over $m$, so I cannot trust my $F^k$ and $G^k$ coefficients. I also do not see what to do with the multiplier that keeps 1s and 2s orthogonal, or how to treat the exchange terms numerically. What are the coefficients, the equations, $E$ and $\varepsilon(2p)$?

**Answer**

The model is non-relativistic, with a fixed point nucleus of charge $Z=10$; energies are in hartree and lengths in bohr. Each spin-orbital is $r^{-1}P_a(r)Y_{lm}$ times a spin function, with one real normalized $P_a$ per shell and occupations $q_a=2(2l_a+1)=2,2,6$. Define

$$\frac{Y^k(ab;r)}{r}=\int_0^\infty P_a(s)P_b(s)\frac{r_<^k}{r_>^{k+1}}\,ds,\qquad F^k(ab)=\int P_a^2\,\frac{Y^k(bb)}{r}\,dr,\qquad G^k(ab)=\int P_aP_b\,\frac{Y^k(ab)}{r}\,dr,$$

and $I(a)=\langle a|h_{l_a}|a\rangle$ with $h_l=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr$. The definitions give $G^k(aa)=F^k(aa)$.

### Angular sums

Insert $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\cos\gamma)$, with $P_k(\cos\gamma)=\frac{4\pi}{2k+1}\sum_\mu Y^*_{k\mu}(1)Y_{k\mu}(2)$ the Legendre polynomial, and set $c^k(lm,l'm')=\sqrt{4\pi/(2k+1)}\int Y^*_{lm}Y_{k,m-m'}Y_{l'm'}\,d\Omega$, which is real. In $J$ each electron carries $|Y_{lm}|^2$, so the azimuthal integral keeps $\mu=0$ and $J_{ij}=\sum_kc^k(i,i)c^k(j,j)F^k$. In $K$ the two angular integrals are complex conjugates, so $K_{ij}=\sum_kc^k(i,j)^2G^k$.

Since $J_{ii}=K_{ii}$, the pair sum equals $\tfrac12\sum_{i,j}$ with $i=j$ included, and both indices then run over full shells. The addition theorem, $\sum_mY^*_{lm}(1)Y_{lm}(2)=\frac{2l+1}{4\pi}P_l(\cos\gamma)$, does both sums. At $\gamma=0$ it says that a full shell is spherical, so $\sum_mc^k(lm,lm)=0$ for $k>0$, while $c^0(lm,lm)=1$; the direct part is $\tfrac12\sum_{ab}q_aq_bF^0(ab)$. For exchange, apply it to both shells and use $\iint d\Omega_1d\Omega_2\,f(\cos\gamma)=8\pi^2\int_{-1}^1f\,dx$:

$$\sum_{mm'}c^k(lm,l'm')^2=(2l+1)(2l'+1)\,\Lambda^k_{ll'},\qquad \Lambda^k_{ll'}=\tfrac12\int_{-1}^1P_lP_kP_{l'}\,dx .$$

$\Lambda^k_{ll'}$ is the squared 3j symbol with zero projections. Orthogonality and parity leave $\Lambda^0_{00}=1$, $\Lambda^1_{01}=\Lambda^0_{11}=\tfrac12\int x^2dx=\tfrac13$ and $\Lambda^2_{11}=\tfrac14\int x^2(3x^2-1)\,dx=\tfrac14(\tfrac65-\tfrac23)=\tfrac2{15}$. Each $m$ contributes the same share $(2l'+1)\Lambda$, because after the $m'$ sum the kernel depends on $\gamma$ alone and has the $Y_{lm}$ as eigenfunctions with $m$-independent eigenvalues. For $k=2$ in the p shell, $m=0$ gives $\frac{3+4+3}{25}$ and $m=1$ gives $\frac{6+3+1}{25}$, both $3\cdot\frac2{15}$.

Two parallel-spin arrangements give $2(2l_a+1)(2l_b+1)=q_aq_b/2$, so

$$E=\sum_aq_aI(a)+\tfrac12\sum_{a,b}q_aq_b\Big[F^0(ab)-\tfrac12\sum_k\Lambda^k_{l_al_b}G^k(ab)\Big].$$

A term $a=b$ appears once and a pair $a\ne b$ twice. Within an s shell, $2[F^0-\tfrac12F^0]=F^0$. Within 2p, $18[F^0-\tfrac16F^0-\tfrac1{15}F^2]=15F^0-\tfrac65F^2$. For 1s2s, $4[F^0-\tfrac12G^0]=4F^0-2G^0$. For an s shell with 2p, $12[F^0-\tfrac16G^1]=12F^0-2G^1$. The $F^0$ coefficients count electron pairs and add to $1+1+15+4+12+12=45=\binom{10}2$. The formula needs full shells; in an open shell direct $F^k$ with $k>0$ can survive.

### Radial equations

Vary $P_a$. The kernel is symmetric, so $\delta I(a)/\delta P_a=2h_{l_a}P_a$. For $a\neq b$, $\delta F^0(ab)/\delta P_a=2P_aY^0(bb)/r$ and $\delta G^k(ab)/\delta P_a=2P_bY^k(ab)/r$, and each occurs twice in the sum; for $a=b$ the derivative has the factor 4 and occurs once. Both cases give the same form, $\delta E/\delta P_a=2q_a\hat F_{l_a}P_a$, with

$$\hat F_lP=(h_l+V_H)P-\sum_b\frac{q_b}2\sum_k\Lambda^k_{ll_b}\frac{Y^k(b,P)}rP_b,\qquad V_H=\frac{2Y^0(1s1s)+2Y^0(2s2s)+6Y^0(2p2p)}r .$$

The constraints are three norms and $\langle1s|2s\rangle=0$; 2p is orthogonal to the s orbitals through its angular factor. Adding them with multipliers gives $\hat F_0P_a=\sum_{b}\varepsilon_{ab}P_b$ over the two s orbitals, where $\varepsilon_{ab}=\langle b|\hat F_0|a\rangle$ is symmetric. The operators contain these orbitals only through $P_{1s}(r)P_{1s}(s)+P_{2s}(r)P_{2s}(s)$, because both have $q=2$, and an orthogonal rotation of the pair leaves that sum unchanged. Choose the rotation that diagonalizes $\varepsilon_{ab}$ and the off-diagonal multiplier is zero. This fails for unequal occupations such as $1s^22s$.

The exchange factors $(q_b/2)\Lambda$ are $1,1,3\cdot\tfrac13=1$ for $l=0$, and $\tfrac13,\tfrac13$, $3\cdot\tfrac13=1$, $3\cdot\tfrac2{15}=\tfrac25$ for $l=1$:

$$(h_0+V_H-\varepsilon_{1s})P_{1s}=\tfrac1r\big[Y^0(1s1s)P_{1s}+Y^0(1s2s)P_{2s}+Y^1(1s2p)P_{2p}\big]$$

$$(h_0+V_H-\varepsilon_{2s})P_{2s}=\tfrac1r\big[Y^0(1s2s)P_{1s}+Y^0(2s2s)P_{2s}+Y^1(2s2p)P_{2p}\big]$$

$$(h_1+V_H-\varepsilon_{2p})P_{2p}=\tfrac1r\big[\tfrac13Y^1(1s2p)P_{1s}+\tfrac13Y^1(2s2p)P_{2s}+\big(Y^0(2p2p)+\tfrac25Y^2(2p2p)\big)P_{2p}\big]$$

The boundary conditions are $P(0)=P(\infty)=0$. Multiply each equation by its $P_a$ and integrate; the self-exchange $G^0(aa)=F^0(aa)$ turns 2 into 1 and 6 into 5. For $a=1s,2s$,

$$\varepsilon_a=I(a)+F^0(aa)+2F^0(1s2s)-G^0(1s2s)+6F^0(a\,2p)-G^1(a\,2p),$$

$$\varepsilon_{2p}=I(2p)+5F^0(2p2p)-\tfrac25F^2(2p2p)+\sum_{a=1s,2s}\big[2F^0(a\,2p)-\tfrac13G^1(a\,2p)\big].$$

The two-electron part $V_{ee}$ is quartic in the $P_a$, so Euler's theorem on homogeneous functions, applied to $\sum_a\int P_a\,\delta E/\delta P_a$, gives $\sum q_a\varepsilon_a=\sum q_aI(a)+2V_{ee}$, hence $E=\tfrac12\sum q_a(\varepsilon_a+I(a))$. The scaling $P\to\sqrt\eta\,P(\eta r)$ keeps the constraints and gives $E(\eta)=\eta^2T+\eta V$, so stationarity at $\eta=1$ requires $V=-2T$.

### Numerical solution

The $Y^k$ follow from a differential equation. With $\rho=P_aP_b$, write $Y=r^{-k}A+r^{k+1}B$, $A=\int_0^r\rho s^kds$, $B=\int_r^\infty\rho s^{-k-1}ds$. In $Y'=-kr^{-k-1}A+(k+1)r^kB$ the terms $+\rho$ and $-\rho$ from $A'$ and $B'$ have cancelled. Differentiating again produces $k(k+1)Y/r^2$ together with $-k\rho/r$ and $-(k+1)\rho/r$:

$$-Y''+\frac{k(k+1)}{r^2}Y=(2k+1)\frac\rho r .$$

At a radius $R$ beyond all charge, $B=0$ and $Y(R)=Q_k/R^k$ with $Q_k=A(R)$. Solve with $Y(0)=Y(R)=0$ and add the regular homogeneous solution $Q_kr^{k+1}/R^{2k+1}$, which restores that value.

Cut $[0,32]$ into elements, from width 0.15 at the nucleus to 10 at the outside, each with 14 Gauss-Lobatto points $r_i$ and weights $w_i$. The basis functions $f_i$ are the Lagrange polynomials with $f_i(r_j)=\delta_{ij}$, joined at element edges, where the weights add; dropping both end points leaves 142 unknowns. Under the quadrature the overlap is $w_i\delta_{ij}$, so $c_i=\sqrt{w_i}\,P(r_i)$ are orthonormal coordinates, local potentials are diagonal, and $-\tfrac12d^2/dr^2$ becomes $S_{ij}/(2\sqrt{w_iw_j})$ with $S_{ij}=\int f_i'f_j'\,dr$. Projecting the $Y$ equation on $f_i$ gives $\sum_jM^k_{ij}Y_j=(2k+1)c_{a,i}c_{b,i}/r_i$ with $M^k_{ij}=S_{ij}+\delta_{ij}w_ik(k+1)/r_i^2$. Inverting, dividing by $r_i$ and adding the homogeneous piece gives $Y^k(ab;r_i)/r_i=\sum_jV^k_{ij}c_{a,j}c_{b,j}$,

$$V^k_{ij}=\frac{(2k+1)\,[(M^k)^{-1}]_{ij}}{r_ir_j}+\frac{(r_ir_j)^k}{R^{2k+1}} .$$

The exchange term $Y^k(b,P)P_b/r$ is then the matrix $V^k_{ij}c_{b,i}c_{b,j}$ acting on $c_j$. Start from the orbitals of the guessed potential $-(1+9e^{-2.5r})/r$, whose energy is $-128.294071$. Build $\hat F_0$ and $\hat F_1$, take their lowest two and lowest one eigenvectors, and mix 0.4 of the new matrices $\sum_b c_{b,i}c_{b,j}$ with 0.6 of the old. After 40 iterations the largest change in any element of these matrices is below $10^{-9}$.

### Result

| integral | coefficient | value | product |
|---|---|---|---|
| $I(1s)$ | 2 | −49.9117043 | −99.8234086 |
| $I(2s)$ | 2 | −11.1117713 | −22.2235427 |
| $I(2p)$ | 6 | −10.0898533 | −60.5391197 |
| $F^0(1s1s)$ | 1 | 5.9717407 | 5.9717407 |
| $F^0(2s2s)$ | 1 | 1.0218744 | 1.0218744 |
| $F^0(2p2p)$ | 15 | 0.9682588 | 14.5238818 |
| $F^2(2p2p)$ | −6/5 | 0.4276012 | −0.5131214 |
| $F^0(1s2s)$ | 4 | 1.4565354 | 5.8261416 |
| $G^0(1s2s)$ | −2 | 0.1033427 | −0.2066854 |
| $F^0(1s2p)$ | 12 | 1.4173534 | 17.0082404 |
| $G^1(1s2p)$ | −2 | 0.1463276 | −0.2926551 |
| $F^0(2s2p)$ | 12 | 0.9914211 | 11.8970532 |
| $G^1(2s2p)$ | −2 | 0.5987487 | −1.1974973 |

The first three products add to $-182.586071$ and the other ten to $V_{ee}=54.038973$, so

$$E=-182.586071+54.038973=-128.547098\ \text{hartree}=-3497.945\ \text{eV}.$$

For 2p, in the order of the formula,

$$\varepsilon_{2p}=-10.089853+4.841294-0.171040+(2.834707-0.048776)+(1.982842-0.199583),$$

which is $-0.850410$ up to rounding in the last digit; the eigenvalue is $-0.8504097$. The s eigenvalues are $\varepsilon_{1s}=-32.772443$ and $\varepsilon_{2s}=-1.930391$. With $\sum q_a\varepsilon_a=-74.508125$, the half-sum $\tfrac12(-74.508125-182.586071)$ returns $E$, and $T=128.547098$ gives $-V/T=2.000000000$. These digits belong to the model; the real atom adds correlation, relativity and nuclear motion.

The quadrature is not exact for every term, so the grid energy is not a variational bound and needs independent checks. In the numerical check below, a grid with 179 unknowns and $R=40$ shifts $E$ by $4\times10^{-12}$ hartree, and a three-dimensional Gaussian 33s21p calculation, which bounds the limit from above, lies $9.1\times10^{-8}$ hartree higher. The ten coefficients are also tested against the explicit sum over ten spin-orbitals, and $2q_a\hat F_lP_a$ against finite differences of $E$ at the starting orbitals.

### Meaning and limits

Removing one 2p spin-orbital $i$ with the orbitals frozen deletes $h_{ii}+\sum_j(J_{ij}-\delta_{\sigma_i\sigma_j} K_{ij})$, which by the $m$-independent shell sums is the expression for $\varepsilon_{2p}$. The $2p^5$ coefficients are therefore $15-5=10$, $-\tfrac65+\tfrac25=-\tfrac45$, $12-2=10$ and $-2+\tfrac13=-\tfrac53$, and the frozen ionization energy is $0.850410$ hartree $=23.141$ eV (Koopmans' theorem). The measured value is roughly 22 eV; the frozen number omits relaxation of the ion and all correlation.

Near the nucleus put $P=r^{l+1}(1+\alpha r)$. At order $r^l$ the kinetic and centrifugal terms give $-\tfrac12\alpha(l+1)(l+2)+\tfrac12\alpha l(l+1)=-\alpha(l+1)$, and the nucleus gives $-Z$. The terms in $V_H$, $\varepsilon$ and exchange start at $r^{l+1}$, since $Y^k/r\propto r^k$ there. Hence $\alpha=-Z/(l+1)$; the solution shows $-10.000$, $-10.000$ and $-5.000$.

Far out, $V_H\to10/r$ cancels the nucleus and self-exchange leaves $-1/r$. For $P_{2p}\propto r^\nu e^{-\kappa r}$, $P''/P=\kappa^2-2\kappa\nu/r+O(r^{-2})$, so $\kappa^2=-2\varepsilon_{2p}$ and $\kappa\nu=1$. With $\kappa=1.30415$ this predicts $-P'/P=\kappa-1/(\kappa r)=1.2399$ at $r=11.926$, neglecting $r^{-2}$ terms; the solution gives 1.2454.

The 1s orbital does not decay with its own eigenvalue. In its equation $Y^1(1s2p)/r\to Q/r^2$ with $Q=\int rP_{1s}P_{2p}\,dr=0.088032$ (both $P$ positive near the origin), while $Y^0(1s2s)$ dies off by orthogonality. Try $P_{1s}=gP_{2p}$. Move the self-exchange terms $Y^0(1s1s)/r\to1/r$ and $Y^0(2p2p)/r\to1/r$ to the left of their equations, so that both orbitals see the same potential $-1/r$. Using the 2p equation for $P_{2p}''$, the left side of the 1s equation becomes $(\varepsilon_{2p}-\varepsilon_{1s})gP_{2p}-\tfrac12g''P_{2p}-gP_{2p}/r^2-g'P_{2p}'$ up to terms of order $r^{-3}gP_{2p}$, and the right side is $QP_{2p}/r^2$. For $g$ a power of $r$, the $g''$ and centrifugal terms are of order $r^{-2}gP_{2p}$, which leaves $(\varepsilon_{2p}-\varepsilon_{1s})gP_{2p}-g'P_{2p}'$. Dropping the last term gives $g=Q/[r^2(\varepsilon_{2p}-\varepsilon_{1s})]$. At $r=6.50$,

$$P_{1s}\approx\frac{0.088032\times1.8843\times10^{-3}}{6.5^2\times31.922}=1.230\times10^{-7}\ \text{bohr}^{-1/2},$$

and the solution has $1.248\times10^{-7}$, 1.5% above this prediction. At leading order in $1/r$ the dropped term is $-(2\kappa/r)\,gP_{2p}$, which raises $g$ by the fraction $2\kappa/(31.922\,r)=1.3\%$. Evaluated on the solution at this radius it gives 1.2%, and the $g''$ and centrifugal terms, $4gP_{2p}/r^2$ together for $g\propto r^{-2}$, add 0.3%. The factor $e^{-\sqrt{-2\varepsilon_{1s}}\,r}$ is only $1.4\times10^{-23}$ at that radius, so the tail is driven by exchange with 2p, a feature of the non-local Hartree-Fock operator.

## Calculated quantities

```
Z = 10; element edges (bohr) = [0, 0.15, 0.4, 0.8, 1.5, 2.5, 4, 6.5, 10, 15, 22, 32]
points per element = 14, unknowns = 142, mixing = 0.4, iterations = 40
3j^2 (0 0 0),(0 1 1),(1 0 1),(1 2 1) = 1 1/3 1/3 2/15
c^2(1m,1m), m=-1,0,1 = -1/5 2/5 -1/5
c^2(10,1m)^2 = 3/25 4/25 3/25 ; c^2(11,1m)^2 = 6/25 3/25 1/25
kernel error (hydrogenic) = 1.0e-13 hartree; gradient error = 9.0e-10 hartree
E of starting orbitals = -128.294071 hartree
I(1s): coeff 2, value -49.9117043, product -99.8234086 hartree
I(2s): coeff 2, value -11.1117713, product -22.2235427 hartree
I(2p): coeff 6, value -10.0898533, product -60.5391197 hartree
F0(1s,1s): coeff 1, value 5.9717407, product 5.9717407 hartree
F0(1s,2s): coeff 4, value 1.4565354, product 5.8261416 hartree
G0(1s,2s): coeff -2, value 0.1033427, product -0.2066854 hartree
F0(1s,2p): coeff 12, value 1.4173534, product 17.0082404 hartree
G1(1s,2p): coeff -2, value 0.1463276, product -0.2926551 hartree
F0(2s,2s): coeff 1, value 1.0218744, product 1.0218744 hartree
F0(2s,2p): coeff 12, value 0.9914211, product 11.8970532 hartree
G1(2s,2p): coeff -2, value 0.5987487, product -1.1974973 hartree
F0(2p,2p): coeff 15, value 0.9682588, product 14.5238818 hartree
F2(2p,2p): coeff -6/5, value 0.4276012, product -0.5131214 hartree
sum q I = -182.5860710 hartree
eps(1s) = -32.7724428 hartree (from Slater integrals -32.7724428)
  <r> = 0.157631 bohr, <1/r> = 9.618054 1/bohr, nodes = 0
  P/r^(l+1) at 0 = 60.7578 a.u., cusp slope = -10.000 1/bohr
eps(2s) = -1.9303909 hartree (from Slater integrals -1.9303909)
  <r> = 0.892113 bohr, <1/r> = 1.632554 1/bohr, nodes = 1
  P/r^(l+1) at 0 = 14.2680 a.u., cusp slope = -10.000 1/bohr
eps(2p) = -0.8504097 hartree (from Slater integrals -0.8504097)
  <r> = 0.965274 bohr, <1/r> = 1.435350 1/bohr, nodes = 0
  P/r^(l+1) at 0 = 27.8507 a.u., cusp slope = -5.000 1/bohr
T = 128.5470981, Vne = -311.1331691, Vee = 54.0389728 hartree
-V/T = 2.000000000
E = -128.5470981 hartree = -3497.945 eV
half sum q(eps+I) = -128.5470981; sum q eps = -74.5081253 hartree
second grid (179 unknowns, R = 40 bohr): E = -128.5470981, shift = 4.0e-12 hartree
Gaussian 33s21p RHF: E = -128.5470980, above grid by 9.1e-08 hartree
Gaussian eps = -32.772440, -1.930390, -0.850409 hartree
2p5 coefficients: F0(2p,2p) 10 , F2(2p,2p) -4/5 , F0(ns,2p) 10 , G1(ns,2p) -5/3
frozen 2p5 minus E = 0.8504097 hartree = 23.141 eV
kappa = 1.30415; at r = 11.926 bohr -P'/P(2p) = 1.2454, predicted 1.2399 1/bohr
Q = 0.088032 bohr; at r = 6.50 bohr P2p = 1.8843e-03 bohr^-1/2
  P1s = 1.2482e-07, predicted 1.2299e-07 bohr^-1/2, ratio 1.0149
  exp(-sqrt(-2 eps1s) r) there = 1.4e-23
1 hartree = 27.211386 eV
```
